# Uncoupled dispersion in long-range MP2 and its replacement in MP2C: a program that tests the result

```python
# Result under test: for closed-shell fragments A, B without overlap,
#   E2(AB) = E2(A in field of B) + E2(B in field of A) + E_UC,
#   E_UC = -4 sum (ia|jb)^2/(gap_ia+gap_jb)
#        = -(1/2 pi) int_0^inf dw Tr[chi_A(iw) v chi_B(iw) v].
# E2: MP2 correlation energy; i,j occupied and a,b virtual orbitals;
# gap_ia: orbital energy difference; chi: uncoupled HF density response;
# v: Coulomb kernel. Hartree atomic units throughout.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag
from pyscf import gto, scf, mp, tdscf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_mol(atoms, basis):
    return gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)


def run_rhf(mol, hcore=None, dm0=None):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-9
    mf.max_cycle = 100
    if hcore is not None:
        mf.get_hcore = lambda *args: hcore
    mf.kernel(dm0)
    assert mf.converged
    return mf


def mp2_energy(mf):
    return float(mp.MP2(mf).kernel(with_t2=False)[0])


def density(mf):
    return np.asarray(mf.make_rdm1())


def run_dimer(atoms, basis, mono, distance):
    """RHF of two parallel copies, and the integrals (AA|BB)."""
    shifted = [(s, (x, y, z + distance)) for s, (x, y, z) in atoms]
    mol = make_mol(atoms + shifted, basis)
    d = density(mono)
    mf = run_rhf(mol, dm0=block_diag(d, d))
    m = mono.mol.nbas
    block = mol.intor("int2e", shls_slice=(0, m, 0, m, m, 2*m, m, 2*m))
    return mf, block


def split_orbitals(mf):
    nocc = mf.mol.nelectron // 2
    c, e = mf.mo_coeff, mf.mo_energy
    gaps = (e[None, nocc:] - e[:nocc, None]).ravel()
    return c[:, :nocc], c[:, nocc:], gaps


def squared_couplings(mf_a, mf_b, block):
    oa, va, gap_a = split_orbitals(mf_a)
    ob, vb, gap_b = split_orbitals(mf_b)
    g = np.einsum("pqrs,pi,qa,rj,sb->iajb", block, oa, va, ob, vb,
                  optimize=True)
    return g.reshape(gap_a.size, gap_b.size)**2, gap_a, gap_b


def dispersion_sum(mf_a, mf_b, block):
    g2, gap_a, gap_b = squared_couplings(mf_a, mf_b, block)
    return -4*np.sum(g2/(gap_a[:, None] + gap_b[None, :]))


# Gauss-Legendre nodes mapped onto the half line of imaginary frequency
x, wx = np.polynomial.legendre.leggauss(60)
freq = 0.5*(1 + x)/(1 - x)
weight = wx*1.0/(1 - x)**2


def dispersion_integral(mf_a, mf_b, block):
    g2, gap_a, gap_b = squared_couplings(mf_a, mf_b, block)
    total = 0.0
    for w, dw in zip(freq, weight):
        chi_a = -4*gap_a/(gap_a**2 + w**2)
        chi_b = -4*gap_b/(gap_b**2 + w**2)
        total += dw*(chi_a @ g2 @ chi_b)
    return -total/(2*np.pi)


# ---------------- two beryllium atoms ----------------
s_exp = [0.04*3.0**k for k in range(10)]
p_exp = [0.04*3.0**k for k in range(5)]
d_exp = [0.06, 0.18]
be_basis = {"Be": [[0, [e, 1.0]] for e in s_exp]
            + [[1, [e, 1.0]] for e in p_exp]
            + [[2, [e, 1.0]] for e in d_exp]}
be_atoms = [("Be", (0.0, 0.0, 0.0))]
be = run_rhf(make_mol(be_atoms, be_basis))
be_corr = mp2_energy(be)
R_be = 30.0
be2, be_block = run_dimer(be_atoms, be_basis, be, R_be)
be2_corr = mp2_energy(be2)
be_super = be2_corr - 2*be_corr
be_sum = dispersion_sum(be, be, be_block)
be_int = dispersion_integral(be, be, be_block)
assert abs(be_super/be_sum - 1) < 2e-3   # SCF noise over a tiny energy
assert abs(be_int/be_sum - 1) < 1e-6

# uncoupled polarizability from the sum over orbital transitions
z_ao = be.mol.intor("int1e_r")[2]
occ, vir, gap = split_orbitals(be)
dip = (occ.T @ z_ao @ vir).ravel()


def alpha_uncoupled(w):
    return 4*np.sum(gap*dip**2/(gap**2 + w**2))


# a field growing as exp(eta t) probes the response at i*eta;
# the orbitals are propagated with the mean field kept frozen
eta, field, t_start, steps = 0.3, 1e-4, -40.0, 1000
dt = -t_start/steps
z_mo = be.mo_coeff.T @ z_ao @ be.mo_coeff
nocc = occ.shape[1]
psi = np.eye(len(z_mo), dtype=complex)[:, :nocc]
for k in range(steps):
    f_mid = field*np.exp(eta*(t_start + (k + 0.5)*dt))
    e, u = np.linalg.eigh(np.diag(be.mo_energy) + f_mid*z_mo)
    psi = u @ (np.exp(-1j*dt*e)[:, None]*(u.T @ psi))
alpha_time = -2*np.einsum("pi,pq,qi->", psi.conj(), z_mo, psi).real/field
assert abs(alpha_time/alpha_uncoupled(eta) - 1) < 2e-3

# coupled HF polarizability
a_mat, b_mat = tdscf.TDHF(be).get_ab()
a_mat = a_mat.reshape(gap.size, gap.size)
b_mat = b_mat.reshape(gap.size, gap.size)
inv_minus = np.linalg.inv(a_mat - b_mat)


def alpha_coupled(w):
    kernel = a_mat + b_mat + w**2*inv_minus
    return 4*dip @ np.linalg.solve(kernel, dip)


full = np.block([[a_mat, b_mat], [b_mat, a_mat]]).astype(complex)
full -= 1j*eta*np.diag(np.r_[np.ones(gap.size), -np.ones(gap.size)])
dd = np.r_[dip, dip]
alpha_full = 2*dd @ np.linalg.solve(full, dd)
assert abs(alpha_full/alpha_coupled(eta) - 1) < 1e-7
h0, f_stat, moments = be.get_hcore(), 1e-3, []
for f in (f_stat, -f_stat):
    mf = run_rhf(be.mol, h0 + f*z_ao, density(be))
    moments.append(-np.sum(z_ao*density(mf)))
alpha_ff = (moments[0] - moments[1])/(2*f_stat)
assert abs(alpha_ff/alpha_coupled(0.0) - 1) < 1e-3

c6_unc = 3/np.pi*sum(dw*alpha_uncoupled(w)**2 for w, dw in zip(freq, weight))
c6_cou = 3/np.pi*sum(dw*alpha_coupled(w)**2 for w, dw in zip(freq, weight))
R_far = 200.0
far_mol = make_mol(be_atoms + [("Be", (0.0, 0.0, R_far))], be_basis)
m = be.mol.nbas
far_block = far_mol.intor("int2e", shls_slice=(0, m, 0, m, m, 2*m, m, 2*m))
c6_far = -dispersion_sum(be, be, far_block)*R_far**6
assert abs(c6_far/c6_unc - 1) < 3e-3     # the R^-8 term remains

# ---------------- two water molecules ----------------
w_atoms = [("O", (0.0, 0.0, 0.0)), ("H", (0.0, 1.43, 1.11)),
           ("H", (0.0, -1.43, 1.11))]
w_basis = "6-31g**"
water = run_rhf(make_mol(w_atoms, w_basis))
w_corr = mp2_energy(water)
w_z = water.mol.intor("int1e_r")[2]
mu_hf = (np.dot(water.mol.atom_charges(), water.mol.atom_coords()[:, 2])
         - np.sum(w_z*density(water)))
wh = water.get_hcore()
e_plus, e_minus = [mp2_energy(run_rhf(water.mol, wh + f*w_z, density(water)))
                   for f in (f_stat, -f_stat)]
mu_corr = -(e_plus - e_minus)/(2*f_stat)


def analyse_water(distance):
    mf, block = run_dimer(w_atoms, w_basis, water, distance)
    n = water.mol.nao
    h, d = mf.get_hcore(), density(mf)
    h_a = h[:n, :n] + np.einsum("pqrs,rs->pq", block, d[n:, n:])
    h_b = h[n:, n:] + np.einsum("pqrs,pq->rs", block, d[:n, :n])
    frag_a = run_rhf(water.mol, h_a, d[:n, :n])
    frag_b = run_rhf(water.mol, h_b, d[n:, n:])
    intra_sum = mp2_energy(frag_a) + mp2_energy(frag_b)
    total = mp2_energy(mf)
    return {"total": total - 2*w_corr, "intra": intra_sum - 2*w_corr,
            "inter": total - intra_sum,
            "dressed": dispersion_sum(frag_a, frag_b, block),
            "integral": dispersion_integral(frag_a, frag_b, block),
            "isolated": dispersion_sum(water, water, block)}


near, mid, far = [analyse_water(r) for r in (16.0, 30.0, 60.0)]
assert abs(near["inter"]/near["dressed"] - 1) < 3e-3  # SCF noise
assert abs(near["integral"]/near["dressed"] - 1) < 1e-6
dipole_law = -4*mu_hf*mu_corr/60.0**3
assert abs(far["intra"]/dipole_law - 1) < 0.03  # higher multipoles remain
dev_mid = mid["dressed"]/mid["isolated"] - 1
dev_far = far["dressed"]/far["isolated"] - 1
dressing_power = np.log(abs(dev_mid/dev_far))/np.log(2.0)
assert abs(dressing_power - 3) < 0.3

print("BERYLLIUM PAIR, even-tempered basis")
print("s exponents (bohr^-2):", " ".join(f"{e:.2f}" for e in s_exp))
print("p exponents (bohr^-2):", " ".join(f"{e:.2f}" for e in p_exp))
print("d exponents (bohr^-2):", " ".join(f"{e:.2f}" for e in d_exp))
print(f"basis functions per atom: {be.mol.nao}")
print(f"RHF energy of Be: {be.e_tot:.6f} hartree")
print(f"MP2 correlation energy of Be: {be_corr:.6f} hartree")
print(f"distance: {R_be:.1f} bohr")
print(f"supermolecular MP2 correlation difference: {be_super:.5e} hartree")
print(f"orbital sum E_UC: {be_sum:.5e} hartree")
print(f"Casimir-Polder integral: {be_int:.5e} hartree")
print(f"E_UC converted: {be_sum*HARTREE_EV*1e6:.4f} micro-eV")
print(f"supermolecule/sum - 1: {be_super/be_sum-1:.1e}")
print(f"2s-to-lowest-virtual gap: {gap.min():.4f} hartree")
print(f"static alpha, uncoupled: {alpha_uncoupled(0):.3f} bohr^3")
print(f"static alpha, coupled HF: {alpha_coupled(0):.3f} bohr^3")
print(f"static alpha, finite-field HF: {alpha_ff:.3f} bohr^3")
print(f"imaginary frequency of the test: {eta:.2f} hartree")
print(f"uncoupled alpha there, sum: {alpha_uncoupled(eta):.4f} bohr^3")
print(f"uncoupled alpha there, propagation: {alpha_time:.4f} bohr^3")
print(f"coupled alpha there: {alpha_coupled(eta):.4f} bohr^3")
print(f"C6 uncoupled: {c6_unc:.2f} hartree bohr^6")
print(f"C6 coupled HF: {c6_cou:.2f} hartree bohr^6")
print(f"C6 ratio coupled/uncoupled: {c6_cou/c6_unc:.4f}")
print(f"-R^6 E_UC at {R_be:.0f} bohr: {-be_sum*R_be**6:.2f} hartree bohr^6")
print(f"-R^6 E_UC at {R_far:.0f} bohr: {c6_far:.2f} hartree bohr^6")
print("WATER PAIR, 6-31G**, parallel, head to tail along z")
for symbol, xyz in w_atoms:
    print(f"{symbol} position (bohr):", " ".join(f"{q:.2f}" for q in xyz))
print(f"MP2 correlation energy of one water: {w_corr:.6f} hartree")
print(f"HF dipole: {mu_hf:.4f} e bohr")
print(f"relaxed MP2 dipole correction: {mu_corr:.4f} e bohr")
print(f"16 bohr, total correlation shift: {near['total']:.5e} hartree")
print(f"16 bohr, intrafragment part: {near['intra']:.5e} hartree")
print(f"16 bohr, remaining part: {near['inter']:.5e} hartree")
print(f"16 bohr, E_UC dressed orbitals: {near['dressed']:.5e} hartree")
print(f"16 bohr, Casimir-Polder integral: {near['integral']:.5e} hartree")
print(f"16 bohr, E_UC isolated orbitals: {near['isolated']:.5e} hartree")
print(f"60 bohr, intrafragment part: {far['intra']:.4e} hartree")
print(f"60 bohr, dipole law: {dipole_law:.4e} hartree")
print(f"relative dressing change of E_UC at 30 bohr: {dev_mid:.3e}")
print(f"relative dressing change of E_UC at 60 bohr: {dev_far:.3e}")
print(f"inverse power of R in the dressing change: {dressing_power:.3f}")
print("every check passed")
```

Printed output:

```
BERYLLIUM PAIR, even-tempered basis
s exponents (bohr^-2): 0.04 0.12 0.36 1.08 3.24 9.72 29.16 87.48 262.44 787.32
p exponents (bohr^-2): 0.04 0.12 0.36 1.08 3.24
d exponents (bohr^-2): 0.06 0.18
basis functions per atom: 35
RHF energy of Be: -14.570838 hartree
MP2 correlation energy of Be: -0.057575 hartree
distance: 30.0 bohr
supermolecular MP2 correlation difference: -3.70676e-07 hartree
orbital sum E_UC: -3.70676e-07 hartree
Casimir-Polder integral: -3.70676e-07 hartree
E_UC converted: -10.0866 micro-eV
supermolecule/sum - 1: 5.7e-07
2s-to-lowest-virtual gap: 0.3527 hartree
static alpha, uncoupled: 30.826 bohr^3
static alpha, coupled HF: 46.049 bohr^3
static alpha, finite-field HF: 46.053 bohr^3
imaginary frequency of the test: 0.30 hartree
uncoupled alpha there, sum: 18.2072 bohr^3
uncoupled alpha there, propagation: 18.2073 bohr^3
coupled alpha there: 12.3539 bohr^3
C6 uncoupled: 258.32 hartree bohr^6
C6 coupled HF: 287.78 hartree bohr^6
C6 ratio coupled/uncoupled: 1.1141
-R^6 E_UC at 30 bohr: 270.22 hartree bohr^6
-R^6 E_UC at 200 bohr: 258.59 hartree bohr^6
WATER PAIR, 6-31G**, parallel, head to tail along z
O position (bohr): 0.00 0.00 0.00
H position (bohr): 0.00 1.43 1.11
H position (bohr): 0.00 -1.43 1.11
MP2 correlation energy of one water: -0.196534 hartree
HF dipole: 0.8596 e bohr
relaxed MP2 dipole correction: -0.0322 e bohr
16 bohr, total correlation shift: 2.45867e-05 hartree
16 bohr, intrafragment part: 2.57540e-05 hartree
16 bohr, remaining part: -1.16721e-06 hartree
16 bohr, E_UC dressed orbitals: -1.16721e-06 hartree
16 bohr, Casimir-Polder integral: -1.16721e-06 hartree
16 bohr, E_UC isolated orbitals: -1.16815e-06 hartree
60 bohr, intrafragment part: 5.1086e-07 hartree
60 bohr, dipole law: 5.1267e-07 hartree
relative dressing change of E_UC at 30 bohr: -1.287e-04
relative dressing change of E_UC at 60 bohr: -1.633e-05
inverse power of R in the dressing change: 2.978
every check passed
```
